# Octahedral splitting of a hydrogenic 3d level by six point charges

## The problem

An electron moves in a 3d level around a fixed nucleus of charge $Z$. Spin and relativity are left out. Six fixed point charges, each equal to $-q$ with $q>0$, are placed at $(\pm a,0,0)$, $(0,\pm a,0)$ and $(0,0,\pm a)$. Atomic units are used: charge in units of $e$, length in bohr, energy in hartree. The electron is repelled by each charge, so the perturbation is

$$V(\mathbf r)=q\sum_{i=1}^{6}\frac{1}{|\mathbf r-\mathbf R_i|}.$$

The orbitals $3z^2-r^2$ and $x^2-y^2$ form the set $e_g$; the orbitals $xy$, $yz$ and $zx$ form the set $t_{2g}$. The splitting is called $10Dq=E(e_g)-E(t_{2g})$.

(a) To first order in $V$, and with the electron cloud taken to lie inside the sphere $r=a$, find $10Dq$ in terms of $q$, $a$ and one radial mean value.

(b) Evaluate that mean value for the hydrogenic 3d orbital.

(c) The cloud has a tail beyond $r=a$. Find the first-order splitting with the tail included, and compare the two results for $Z=6$, $q=1$, $a=4$.

## A tempting solution

The lobes of $x^2-y^2$ point at charges, and those of $xy$ point between them. It seems enough to place the electron in a lobe and compare the two repulsion energies.

Let $\epsilon=r/a<1$. On a cube axis, one charge is at distance $a-r$, one at $a+r$, and four at $\sqrt{a^2+r^2}$. Hence

$$\frac{aV}{q}=\frac{2}{1-\epsilon^2}+\frac{4}{\sqrt{1+\epsilon^2}}
=2(1+\epsilon^2+\epsilon^4)+4\left(1-\frac{\epsilon^2}{2}+\frac{3\epsilon^4}{8}\right)+\dots
=6+\frac72\epsilon^4+\dots$$

On the diagonal $(1,1,0)/\sqrt2$, two charges lie at an angle with cosine $1/\sqrt2$, two at cosine $-1/\sqrt2$, and two at cosine $0$. The Legendre expansion of the inverse distance, with $P_2(1/\sqrt2)=1/4$ and $P_4(1/\sqrt2)=-13/32$, gives

$$\frac{aV}{q}=4\left(1+\frac{\epsilon^2}{4}-\frac{13\epsilon^4}{32}\right)+2\left(1-\frac{\epsilon^2}{2}+\frac{3\epsilon^4}{8}\right)+\dots=6-\frac78\epsilon^4+\dots$$

The difference is $\frac{35}{8}\,q r^4/a^5$. For $r$ one takes the most probable radius. The 3d radial density is proportional to $r^6e^{-2Zr/3}$, and its maximum lies where $6/r=2Z/3$, that is, at $r=9/Z$. The proposed answer is therefore

$$10Dq\overset{?}{=}\frac{35}{8}\,\frac{q}{a^5}\left(\frac9Z\right)^4 .$$

It has the right sign and, for a cloud inside the charges, the right dependence on $q$, $a$ and $Z$. The number in front is wrong.

## Where the fault lies

The first-order energy is the mean of $V$ over the whole density. The solution above replaced this mean by the value of $V$ at one point, and did so twice: once for the angles and once for the radius.

The angular fault can be seen without knowing the right answer. Let $n_x,n_y,n_z$ be the components of $\mathbf r/r$, and write $A=n_x^2$, $B=n_y^2$, $C=n_z^2$, so that $A+B+C=1$. Scale the five real angular densities so that each has mean one over the sphere. Their sum is

$$15(AB+BC+CA)+\frac{15}{4}(A-B)^2+\frac54(2C-A-B)^2 .$$

The last two terms together equal $5(A^2+B^2+C^2-AB-BC-CA)$. The whole sum is then $5(A+B+C)^2=5$, the same in every direction. The five level shifts must therefore add up to five times the shift of a spherical cloud.

For $r<a$ the spherical mean of each term $1/|\mathbf r-\mathbf R_i|$ is $1/a$, so a spherical cloud inside the charges has energy $6q/a$. Measured from this common level, the two $e_g$ shifts and the three $t_{2g}$ shifts must add to zero. The lobe values give

$$2\cdot\frac72+3\cdot\left(-\frac78\right)=\frac{35}{8}\neq0 .$$

An orbital is not confined to the centre line of its lobes, and the spread lowers the mean repulsion for $e_g$ and raises it for $t_{2g}$.

The radial fault is of the same kind. The energy contains the mean of $r^4$, which gives great weight to large radii, and not the fourth power of the radius where the density peaks.

## The right solution

### Which states mix

In the hydrogenic atom 3s, 3p and 3d have the same energy. First-order theory for a degenerate level requires the matrix of $V$ in the whole $n=3$ shell, so the coupling of 3d to 3s and 3p must be examined first. $V$ is unchanged when any coordinate changes sign and when coordinates are permuted. This settles every coupling:

- A p–d product is odd under $\mathbf r\to-\mathbf r$, so its integral with $V$ vanishes.
- The product of 3s with $xy$ is odd in $x$, and its integral vanishes; $yz$ and $zx$ follow in the same way. The product with $x^2-y^2$ changes sign when $x$ and $y$ are exchanged, and also gives zero.
- For $3z^2-r^2$, the integrals with $3x^2-r^2$, $3y^2-r^2$ and $3z^2-r^2$ are equal by permutation. The three functions add to zero, so each integral is zero.
- Within the d set, a product of two different $t_{2g}$ functions, or of one $t_{2g}$ and one $e_g$ function, is odd in at least one coordinate. The product of the two $e_g$ functions is odd under exchange of $x$ and $y$.

The real d orbitals thus diagonalize $V$ in the d block. The three $t_{2g}$ energies are equal by permutation. For $e_g$, let $u$ and $v$ be the normalized orbitals built on $3z^2-r^2$ and $x^2-y^2$. Replacing $z$ by $x$ in $u$ gives

$$u'=-\frac12u+\frac{\sqrt3}{2}v .$$

By symmetry $u'$ has the same energy as $u$. Since $u$ and $v$ are not coupled, $E_u=\frac14E_u+\frac34E_v$, and so $E_u=E_v$. One orbital from each set is enough. None of these arguments requires the cloud to lie inside $r=a$.

### The potential inside the charges

For $r<a$,

$$\frac1{|\mathbf r-\mathbf R_i|}=\sum_{k=0}^{\infty}\frac{r^k}{a^{k+1}}P_k(\cos\gamma_i),$$

where $\gamma_i$ is the angle between $\mathbf r$ and $\mathbf R_i$. The six cosines are $\pm n_x,\pm n_y,\pm n_z$. Odd $k$ cancel in pairs. For $k=0$ the sum is $6$. For $k=2$ it is

$$2\cdot\frac{3(n_x^2+n_y^2+n_z^2)-3}{2}=0 .$$

For $k=4$, with $P_4(c)=(35c^4-30c^2+3)/8$ and $S=n_x^4+n_y^4+n_z^4$,

$$\sum_iP_4(\cos\gamma_i)=\frac{2(35S-30+9)}{8}=\frac{35}{4}\left(S-\frac35\right).$$

A product of two d functions has an angular part of degree four, which contains spherical harmonics up to $k=4$. Terms with $k\ge6$ are orthogonal to it and drop out of the d block. What acts on the d level is therefore

$$V\to\frac{6q}{a}+\frac{35}{4}\,\frac{q r^4}{a^5}\left(S-\frac35\right).$$

### The angular means

The averages of monomials over the sphere follow from a Gaussian average. If $x,y,z$ are independent with unit variance, the mean of $x^{2i}$ is $(2i-1)!!$, with $(-1)!!=1$, and the mean of $r^{2n}$ is $(2n+1)!!$. Radius and direction are independent in this distribution. With $n=i+j+k$, therefore,

$$\overline{n_x^{2i}n_y^{2j}n_z^{2k}}=\frac{(2i-1)!!\,(2j-1)!!\,(2k-1)!!}{(2n+1)!!}.$$

For degree four the denominator is $15$, so $\overline{n_x^4}=3/15$ and $\overline{n_x^2n_y^2}=1/15$. For degree eight the denominator is $945$, and the numerators are $105$ for $n_x^8$, $15$ for $n_x^6n_y^2$, $9$ for $n_x^4n_y^4$ and $3$ for $n_x^4n_y^2n_z^2$.

For $xy$ the weight is $n_x^2n_y^2$:

$$\langle S\rangle_{xy}=\frac{(15+15+3)/945}{1/15}=\frac{11}{21}.$$

For $x^2-y^2$ the weight is $n_x^4+n_y^4-2n_x^2n_y^2$, whose mean is $(3+3-2)/15=4/15$. Each of the first two terms times $S$ gives $105+9+9=123$, and the last gives $-2\cdot33=-66$:

$$\langle S\rangle_{x^2-y^2}=\frac{(123+123-66)/945}{4/15}=\frac57 .$$

At the lobe centres $S$ would be $1$ and $1/2$. The true means, about $0.714$ and $0.524$, lie much closer together. The shifts from the common level are

$$\Delta E(e_g)=\frac{35}{4}\left(\frac57-\frac35\right)\frac{q\langle r^4\rangle}{a^5}=\frac{q\langle r^4\rangle}{a^5},$$

$$\Delta E(t_{2g})=\frac{35}{4}\left(\frac{11}{21}-\frac35\right)\frac{q\langle r^4\rangle}{a^5}=-\frac23\,\frac{q\langle r^4\rangle}{a^5}.$$

Now $2\cdot1-3\cdot\frac23=0$, as required. The answer to (a) is

$$10Dq=\frac53\,\frac{q\langle r^4\rangle}{a^5}.$$

Thus $Dq=q\langle r^4\rangle/(6a^5)$, and the shifts are $+6Dq$ and $-4Dq$. Positive charges at the six sites would reverse the order of the levels.

### The radial mean

Write the radial function as $u(r)/r$. For $l=2$ the centrifugal term is $3/r^2$. Try $u=r^3e^{-\kappa r}$ with $\kappa=Z/3$. Two derivatives give

$$u''=\left(\frac6{r^2}-\frac{6\kappa}{r}+\kappa^2\right)u,$$

and therefore

$$-\frac12u''+\left(\frac3{r^2}-\frac Zr\right)u=\left(\frac{3\kappa-Z}{r}-\frac{\kappa^2}{2}\right)u=-\frac{Z^2}{18}u .$$

This is the $n=3$ energy, so $u$ is the 3d function. With $\beta=2\kappa=2Z/3$ and $\int_0^\infty r^me^{-\beta r}dr=m!/\beta^{m+1}$, the normalized radial density is

$$p(r)=\frac{\beta^7}{6!}\,r^6e^{-\beta r}.$$

The mean of $r^4$ is

$$\langle r^4\rangle=\frac{\beta^7}{6!}\,\frac{10!}{\beta^{11}}=\frac{10\cdot9\cdot8\cdot7}{\beta^4}=5040\cdot\frac{81}{16Z^4}=\frac{25515}{Z^4},$$

in bohr$^4$. This answers (b). Together with (a),

$$10Dq=\frac{42525\,q}{Z^4a^5}.$$

The tempting solution can now be judged. Its angular factor is too large by $(35/8)/(5/3)=21/8$. Its radial factor $9^4=6561$ is too small, by $6561/25515=9/35$. The product is $27/40$, so the two faults partly cancel and leave a result $32.5$ percent below the formula of part (a). A plausible magnitude was no evidence for the argument.

### The tail beyond the charges

For $r>a$ the roles of $r$ and $a$ in the expansion are exchanged, and the $k=4$ radial factor is $a^4/r^5$ instead of $r^4/a^5$. The angular factors are unchanged. In the splitting, $\langle r^4\rangle/a^5$ is therefore replaced by

$$\frac1{a^5}\int_0^ar^4p\,dr+a^4\int_a^\infty\frac{p}{r^5}\,dr .$$

Let $x=\beta a=2Za/3$. With $s=\beta r$ the first term is

$$\frac{1}{6!\,\beta^4a^5}\int_0^xs^{10}e^{-s}ds .$$

The second is

$$\frac{\beta^7a^4}{6!}\int_a^\infty re^{-\beta r}dr=\frac{\beta^5a^4}{6!}(1+x)e^{-x}.$$

Divide both by the simple value $10!/(6!\,\beta^4a^5)$ and call the sum $F$:

$$F=\frac1{10!}\int_0^xs^{10}e^{-s}ds+\frac{x^9(1+x)e^{-x}}{10!}.$$

Repeated integration by parts turns the first term into $1-e^{-x}\sum_{k=0}^{10}x^k/k!$. The terms in $x^{10}$ cancel, and those in $x^9$ combine through $1/9!-1/10!=9/10!$. Hence

$$10Dq_{\text{full}}=\frac53\,\frac{q\langle r^4\rangle}{a^5}\,F,\qquad
F=1-e^{-x}\left[\sum_{k=0}^{8}\frac{x^k}{k!}+\frac{9x^9}{10!}\right].$$

"Full" here means the complete first-order splitting for point charges. The bracket is positive, so $F<1$: the simple formula overestimates this splitting at every finite $a$. The reason is that it lets $r^4/a^5$ go on growing outside the charges, where the true factor falls.

For $x\gg10$ the missing part $1-F$ approaches $9x^9e^{-x}/10!$. The approach is slow, since the next term is smaller only by the factor $10/x$: at $x=16$ the leading term is $0.019$ while $1-F=0.041$. The missing part is exponentially small, with no correction in powers of $1/a$, because the multipoles with $k\ge6$ have no d–d matrix elements.

In the opposite limit, $x\to0$, the integral in the first form of $F$ is of order $x^{11}$, and $F\to x^9/10!$. The splitting becomes

$$10Dq_{\text{full}}\to\frac53\,\frac{q\beta^5a^4}{6!},$$

which goes to zero. Six charges drawn into the nucleus act as one central charge and cannot split the level. The simple formula would diverge there as $a^{-5}$.

## The numbers for part (c)

The values $Z=6$, $q=1$, $a=4$ bohr are round model parameters and describe no particular ion. The radial mean is

$$\langle r^4\rangle=\frac{25515}{6^4}=19.69\ \text{bohr}^4,$$

with fourth root $2.11$ bohr. The density $p$ peaks at $9/6=1.5$ bohr, but the product $r^4p$ peaks at $10/\beta=2.5$ bohr: the fourth power favours the outer part of the cloud. With $a^5=1024$ bohr$^5$,

$$\frac{q\langle r^4\rangle}{a^5}=0.01923\ \text{hartree}.$$

The $e_g$ level rises by this amount from the common level, and the $t_{2g}$ level falls by two thirds of it, $0.01282$ hartree. The simple formula gives

$$10Dq=\frac53\times0.019226=0.03204\ \text{hartree}=0.872\ \text{eV}.$$

For the tail, $x=2\cdot6\cdot4/3=16$ and $F=0.9588$, so

$$10Dq_{\text{full}}=0.9588\times0.03204=0.03072\ \text{hartree}=0.836\ \text{eV}.$$

The simple value is $4.3$ percent too high relative to the full first-order value.

The electron is found beyond $a$ with a probability of $0.40$ percent, yet this small part of the density supplies $7.7$ percent of $\langle r^4\rangle$. The inner region gives the remaining $92.3$ percent of the simple splitting. The tail, with its correct factor $a^4/r^5$, adds $3.6$ percent of the simple splitting instead of $7.7$, and the total is $95.9$ percent.

The common level is hardly affected. Inside the charges it is $6q/a=1.5$ hartree; with the tail it is $6q\langle1/\max(r,a)\rangle=1.4995$ hartree. This shift is much larger than the splitting but is the same for all five orbitals.

The tail correction depends steeply on distance. For the same $Z$, $F$ is $0.766$ at $a=3$ bohr, $0.995$ at $5$ bohr and $0.9996$ at $6$ bohr. Between $4$ and $3$ bohr the law $a^{-5}$ predicts growth by a factor $(4/3)^5=4.21$. With $F$ included the factor is $4.214\times0.7663/0.9588=3.37$.

## What first order leaves out

The gap to the $n=4$ shell is $\frac{36}{2}\left(\frac19-\frac1{16}\right)=0.875$ hartree, and the full splitting is about $3.5$ percent of it. This ratio is not an estimate of the second-order error, which depends on the matrix elements of $V$ between 3d and the other shells and the continuum.

Something can be said about the sign of the second-order level shifts. The shells $n=1$ and $n=2$ contain s and p states, which do not couple to d by the symmetry arguments above. Second-order mixing therefore involves states above the 3d level, and it lowers both $e_g$ and $t_{2g}$. Whether the splitting grows or shrinks depends on which set is lowered more. For $Z=6$, $q=1$, $a=4$, a numerical treatment in a large radial basis with harmonics up to $l=18$ gives second-order shifts of about $-0.0035$ hartree for $e_g$ and $-0.0010$ hartree for $t_{2g}$. Diagonalizing in the same basis gives a splitting to all orders of $0.0292$ hartree, about $5$ percent below the full first-order value. The higher orders are thus as large here as the tail correction and act in the same direction.

The model also treats the neighbours as fixed points. Real ligands have electron clouds that overlap the d orbitals and form bonds with them. That lies outside $V$, and the factor $F$ does not account for it: $F$ corrects only the first-order multipole formula for point charges.

Numerical values quoted here were computed with a short program.
